# Why one percent metal dominates radical wall loss in quartz: a numerical check

```python
"""
Result under test: in a well-mixed chamber the metal's share of radical WALL loss is
    S = f_m*g_m / (f_m*g_m + f_q*g_q),
about 0.91 for f_m = 0.01, g_m = 0.1, f_q = 0.99, g_q = 0.0001.
f_m, f_q : fractions of the inner area made of metal and of quartz
g_m, g_q : probability that one wall impact removes the radical
The wall-loss rate is k = g_eff*v*A/(4V), with g_eff = f_m*g_m + f_q*g_q,
v the mean thermal speed, A the inner area and V the volume.
Checks: velocity integrals, ballistic Monte Carlo in a closed cylinder with a metal
disc, and the slowest decay mode of the diffusion equation in the same cylinder.
"""
import numpy as np
import scipy.sparse as sp
from scipy.sparse.linalg import eigsh
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy import constants as const

# ---------------- inputs ----------------
f_m, f_q = 0.01, 0.99
g_m, g_q = 0.1, 1e-4
R, H = 0.15, 0.20                      # cylinder radius and height, m
T = 300.0                              # gas temperature, K
p_mTorr = 5.0
flow_sccm = 10.0
diameter = 0.30e-9                     # rough O-O2 collision diameter, m
k_ozone = 6e-46                        # rough O+O2+O2 rate coefficient, m^6/s
m_O = 15.999 * const.atomic_mass
m_O2 = 2 * m_O
kT = const.k * T

# ---------------- well-mixed formulas ----------------
def metal_share(fm, gm, gq):
    return fm * gm / (fm * gm + (1 - fm) * gq)

A = 2 * np.pi * R * (R + H)
V = np.pi * R**2 * H
r_metal = np.sqrt(f_m * A / np.pi)
v_mean = np.sqrt(8 * kT / (np.pi * m_O))
share = metal_share(f_m, g_m, g_q)
g_eff = f_m * g_m + f_q * g_q
k_metal = f_m * g_m * v_mean * A / (4 * V)
k_quartz = f_q * g_q * v_mean * A / (4 * V)
k_wall = g_eff * v_mean * A / (4 * V)
k_all_quartz = g_q * v_mean * A / (4 * V)

# ---------------- velocity integrals ----------------
# Speeds are scaled by u = sqrt(2kT/m) to keep the quadrature well conditioned.
u = np.sqrt(2 * kT / m_O)
one_way = u * quad(lambda x: x * np.exp(-x*x) / np.sqrt(np.pi), 0, 10)[0]
speed_avg = u * quad(lambda x: 4 / np.sqrt(np.pi) * x**3 * np.exp(-x*x), 0, 10)[0]
assert abs(speed_avg / v_mean - 1) < 1e-8
assert abs(one_way / (v_mean / 4) - 1) < 1e-8
# Mean inverse speed of particles leaving a wall (flux-weighted Maxwellian)
inverse_speed = (quad(lambda x: x**2 * np.exp(-x*x), 0, 10)[0]
                 / quad(lambda x: x**3 * np.exp(-x*x), 0, 10)[0]) / u

# ---------------- ballistic Monte Carlo ----------------
def ballistic(n_part=2000, n_steps=8000, burn=50, seed=7):
    """Straight flights, cosine-law re-emission; weights carry the survival chance."""
    rng = np.random.default_rng(seed)
    x, y = np.full(n_part, R), np.zeros(n_part)
    z = H * rng.random(n_part)
    nx, ny, nz = -np.ones(n_part), np.zeros(n_part), np.zeros(n_part)
    weight = np.ones(n_part)
    lost_metal = lost_quartz = path = impacts = 0.0
    metal_hits = 0
    for step in range(burn + n_steps):
        # inward normal plus a random unit vector points along the cosine law
        c = 2 * rng.random(n_part) - 1
        s = np.sqrt(1 - c*c)
        phi = 2 * np.pi * rng.random(n_part)
        dx, dy, dz = nx + s*np.cos(phi), ny + s*np.sin(phi), nz + c
        norm = np.sqrt(dx*dx + dy*dy + dz*dz)
        dx, dy, dz = dx/norm, dy/norm, dz/norm
        a = dx*dx + dy*dy + 1e-30
        b = x*dx + y*dy
        disc = np.maximum(b*b - a*(x*x + y*y - R*R), 0)
        t_side = (-b + np.sqrt(disc)) / a
        t_cap = np.where(dz > 0, H - z, -z) / dz
        side = t_side < t_cap
        t = np.where(side, t_side, t_cap)
        x, y = x + t*dx, y + t*dy
        z = np.clip(z + t*dz, 0, H)
        nx, ny = np.where(side, -x/R, 0), np.where(side, -y/R, 0)
        nz = np.where(side, 0, -np.sign(dz))
        if step < burn:
            continue
        on_metal = (~side) & (dz < 0) & (x*x + y*y < r_metal**2)
        loss = weight * np.where(on_metal, g_m, g_q)
        lost_metal += loss[on_metal].sum()
        lost_quartz += loss[~on_metal].sum()
        impacts += weight.sum()
        metal_hits += on_metal.sum()
        path += t.sum()
        weight = weight - loss
    flights = n_part * n_steps
    return (lost_metal / (lost_metal + lost_quartz), impacts / n_part,
            metal_hits / flights, path / flights, weight.mean())

mc_share, mc_impacts, mc_hit_fraction, mc_path, mc_left = ballistic()
mc_lifetime = mc_impacts * mc_path * inverse_speed
# Tolerances are several times the sampling errors of 2000 histories.
assert mc_left < 2e-3
assert abs(mc_hit_fraction / f_m - 1) < 0.02
assert abs(mc_share - share) < 0.003
assert abs(mc_impacts * g_eff - 1) < 0.03
assert abs(mc_path / (4 * V / A) - 1) < 0.005
assert abs(mc_lifetime * k_wall - 1) < 0.03

# ---------------- diffusion in the same cylinder ----------------
def gas_density(mTorr):
    return mTorr * 1e-3 * const.torr / kT

def diffusivity(mTorr):
    mu = m_O * m_O2 / (m_O + m_O2)
    return (3 / (8 * gas_density(mTorr) * diameter**2)
            * np.sqrt(kT / (2 * np.pi * mu)))

def wall_speed(g):
    return g / (1 - g / 2) * v_mean / 4

def diffusion_mode(D, nr=60, nz=80):
    """Slowest decay rate and the metal's share of wall loss in that mode."""
    edge = np.linspace(0, R, nr + 1)
    dr, dz = R / nr, H / nz
    ring = np.pi * np.diff(edge**2)
    metal = np.pi * np.diff(np.minimum(edge, r_metal)**2)
    def conductance(area, g, half_cell):
        return area / (1 / wall_speed(g) + half_cell / D)
    loss_m, loss_q = np.zeros((nr, nz)), np.zeros((nr, nz))
    loss_m[:, 0] = conductance(metal, g_m, dz / 2)
    loss_q[:, 0] = conductance(ring - metal, g_q, dz / 2)
    loss_q[:, -1] += conductance(ring, g_q, dz / 2)
    loss_q[-1, :] += conductance(2 * np.pi * R * dz, g_q, dr / 2)
    grad_r = sp.diags([-1, 1], [0, 1], shape=(nr - 1, nr))
    grad_z = sp.diags([-1, 1], [0, 1], shape=(nz - 1, nz))
    lap_r = grad_r.T @ sp.diags(edge[1:-1]) @ grad_r * (2 * np.pi * D * dz / dr)
    lap_z = grad_z.T @ grad_z * (D / dz)
    K = (sp.kron(lap_r, sp.identity(nz)) + sp.kron(sp.diags(ring), lap_z)
         + sp.diags((loss_m + loss_q).ravel()))
    root_vol = np.sqrt(np.repeat(ring * dz, nz))
    scale = sp.diags(1 / root_vol)
    rate, vec = eigsh((scale @ K @ scale).tocsc(), k=1, sigma=0, which="LM",
                      v0=root_vol)
    density = (vec[:, 0] / root_vol).reshape(nr, nz)
    lm, lq = (loss_m * density).sum(), (loss_q * density).sum()
    return rate[0], lm / (lm + lq)

D = diffusivity(p_mTorr)
mean_free_path = 3 * D / v_mean
pressures = [5.0, 50.0, 500.0]
modes = [diffusion_mode(diffusivity(p)) for p in pressures]
fine_rate, fine_share = diffusion_mode(D, 120, 160)
assert abs(fine_share - modes[0][1]) < 2e-3
assert abs(fine_rate / modes[0][0] - 1) < 0.01
# Fast diffusion must give a uniform density and hence the well-mixed law.
fast_rate, fast_share = diffusion_mode(1000 * D)
s_m, s_q = wall_speed(g_m), wall_speed(g_q)
mixed_share = f_m * s_m / (f_m * s_m + f_q * s_q)
mixed_rate = (f_m * s_m + f_q * s_q) * A / V
assert abs(fast_share - mixed_share) < 1e-3
assert abs(fast_rate / mixed_rate - 1) < 2e-3
# At the example's pressure the share stays close; at high pressure it must fall.
assert abs(modes[0][1] - share) < 0.02
assert modes[0][1] > modes[1][1] > modes[2][1]

# ---------------- equal-share area and other neglected effects ----------------
f_half = brentq(lambda f: metal_share(f, g_m, g_q) - 0.5, 1e-8, 0.5, xtol=1e-14)
assert abs(f_half / (g_q / (g_q + g_m)) - 1) < 1e-6
n_gas = gas_density(p_mTorr)
feed = flow_sccm * 1e-6 / 60 * const.atm / (const.k * 273.15)
k_pump = feed / (n_gas * V)
k_gas = k_ozone * n_gas**2
share_all_removal = k_metal / (k_wall + k_pump + k_gas)
assert k_gas < 1e-3 * k_wall

# ---------------- output ----------------
print(f"metal: area fraction {f_m}, loss probability {g_m}")
print(f"quartz: area fraction {f_q}, loss probability {g_q}")
print(f"metal product f*gamma = {f_m*g_m:.6f}")
print(f"quartz product f*gamma = {f_q*g_q:.6f}")
print(f"mean loss probability = {g_eff:.6f}")
print(f"metal-to-quartz loss ratio = {f_m*g_m/(f_q*g_q):.2f}")
print(f"metal share of wall loss = {100*share:.2f} percent")
print(f"quartz share of wall loss = {100*(1-share):.2f} percent")
print(f"mean impacts before loss, formula = {1/g_eff:.0f}")
print(f"metal area fraction for equal shares = {100*f_half:.4f} percent")
print(f"chamber radius = {100*R:.1f} cm, height = {100*H:.1f} cm")
print(f"inner area = {1e4*A:.0f} cm2, volume = {1e3*V:.2f} litre")
print(f"metal area = {1e4*f_m*A:.1f} cm2, disc radius = {100*r_metal:.2f} cm")
print(f"gas temperature = {T:.0f} K, pressure = {p_mTorr:.1f} mTorr")
print(f"mean speed of O atoms = {v_mean:.1f} m/s")
print(f"one-way flux / density, by quadrature = {one_way:.2f} m/s")
print(f"loss rate on metal = {k_metal:.3f} 1/s")
print(f"loss rate on quartz = {k_quartz:.3f} 1/s")
print(f"total wall-loss rate = {k_wall:.3f} 1/s")
print(f"wall-loss lifetime = {1/k_wall:.3f} s")
print(f"lifetime with all-quartz wall = {1/k_all_quartz:.3f} s")
print(f"lifetime ratio, all-quartz to mixed wall = {k_wall/k_all_quartz:.2f}")
print(f"Monte Carlo: impacts on metal = {100*mc_hit_fraction:.3f} percent")
print(f"Monte Carlo: metal share of loss = {100*mc_share:.2f} percent")
print(f"Monte Carlo: mean impacts before loss = {mc_impacts:.0f}")
print(f"Monte Carlo: mean flight length = {100*mc_path:.2f} cm")
print(f"formula 4V/A for flight length = {400*V/A:.2f} cm")
print(f"Monte Carlo: lifetime = {mc_lifetime:.3f} s")
print(f"rough collision diameter = {1e9*diameter:.2f} nm")
print(f"diffusion coefficient = {1e4*D:.3g} cm2/s")
print(f"mean free path 3D/v = {100*mean_free_path:.2f} cm")
for p, (rate, part) in zip(pressures, modes):
    print(f"diffusion, {p:.0f} mTorr: metal share = {100*part:.1f} percent, "
          f"rate = {rate:.3f} 1/s")
print(f"fast-diffusion limit: metal share = {100*fast_share:.2f} percent")
print(f"feed flow = {flow_sccm:.0f} sccm, pumping rate = {k_pump:.3f} 1/s")
print(f"rough ozone rate coefficient = {1e12*k_ozone:.1e} cm6/s")
print(f"ozone-formation loss rate = {k_gas:.1e} 1/s")
print(f"metal share of all removal = {100*share_all_removal:.1f} percent")
for factor in (1/3, 3):
    print(f"quartz probability {factor*g_q:.2e}: metal share = "
          f"{100*metal_share(f_m, g_m, factor*g_q):.1f} percent")
print("all assertions hold")
```

Output:

```
metal: area fraction 0.01, loss probability 0.1
quartz: area fraction 0.99, loss probability 0.0001
metal product f*gamma = 0.001000
quartz product f*gamma = 0.000099
mean loss probability = 0.001099
metal-to-quartz loss ratio = 10.10
metal share of wall loss = 90.99 percent
quartz share of wall loss = 9.01 percent
mean impacts before loss, formula = 910
metal area fraction for equal shares = 0.0999 percent
chamber radius = 15.0 cm, height = 20.0 cm
inner area = 3299 cm2, volume = 14.14 litre
metal area = 33.0 cm2, disc radius = 3.24 cm
gas temperature = 300 K, pressure = 5.0 mTorr
mean speed of O atoms = 630.1 m/s
one-way flux / density, by quadrature = 157.52 m/s
loss rate on metal = 3.676 1/s
loss rate on quartz = 0.364 1/s
total wall-loss rate = 4.039 1/s
wall-loss lifetime = 0.248 s
lifetime with all-quartz wall = 2.721 s
lifetime ratio, all-quartz to mixed wall = 10.99
Monte Carlo: impacts on metal = 0.999 percent
Monte Carlo: metal share of loss = 90.89 percent
Monte Carlo: mean impacts before loss = 920
Monte Carlo: mean flight length = 17.15 cm
formula 4V/A for flight length = 17.14 cm
Monte Carlo: lifetime = 0.250 s
rough collision diameter = 0.30 nm
diffusion coefficient = 4.99e+04 cm2/s
mean free path 3D/v = 2.38 cm
diffusion, 5 mTorr: metal share = 90.8 percent, rate = 3.959 1/s
diffusion, 50 mTorr: metal share = 85.8 percent, rate = 2.566 1/s
diffusion, 500 mTorr: metal share = 56.1 percent, rate = 0.828 1/s
fast-diffusion limit: metal share = 91.40 percent
feed flow = 10 sccm, pumping rate = 1.968 1/s
rough ozone rate coefficient = 6.0e-34 cm6/s
ozone-formation loss rate = 1.6e-05 1/s
metal share of all removal = 61.2 percent
quartz probability 3.33e-05: metal share = 96.8 percent
quartz probability 3.00e-04: metal share = 77.1 percent
all assertions hold
```
